# When does the intermediate domain population peak in two-step 90° switching?: a program that tests the result

```python
# Result under test: for irreversible first-order steps 0 -> 1 -> 2 with rates
# k1 and k2, starting in state 0, the population n1 of the intermediate domain
# peaks at t* = ln(k1/k2)/(k1-k2), with height (k1/k2)**(-k2/(k1-k2)).
# n0, n1, n2: fractions of initial, intermediate (in-plane) and final domains.
# Times are in microseconds (us), rates in 1/us. Ps: spontaneous polarization.
# Material parameters are rough values for a free tetragonal BaTiO3 plate.
import numpy as np
from math import gamma
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar


def rate_matrix(k1, k2, direct=0.0):
    return np.array([[-k1 - direct, 0.0, 0.0],
                     [k1, -k2, 0.0],
                     [direct, k2, 0.0]])


def populations(t, k1, k2, direct=0.0):
    return expm(rate_matrix(k1, k2, direct) * t)[:, 0]


def numerical_peak(k1, k2, direct=0.0):
    matrix = rate_matrix(k1, k2, direct)

    def slope(t):
        return (matrix @ populations(t, k1, k2, direct))[1]
    return brentq(slope, 1e-6, 20.0 / min(k1, k2), xtol=1e-13)


def n1_formula(t, k1, k2):
    return k1 / (k1 - k2) * (np.exp(-k2 * t) - np.exp(-k1 * t))


def peak_time(k1, k2):
    return np.log(k1 / k2) / (k1 - k2)


def peak_height(k1, k2):
    return (k1 / k2) ** (-k2 / (k1 - k2))


# Closed forms against the matrix exponential of the balance equations
for a, b in [(2.0, 1.0), (1.0, 2.0), (3.0, 1.0), (0.4, 5.0), (1.001, 1.0)]:
    t_num = numerical_peak(a, b)
    assert abs(t_num - peak_time(a, b)) < 1e-8
    assert abs(populations(t_num, a, b)[1] - peak_height(a, b)) < 1e-9
    for t in (0.1, 0.7, 2.5):
        assert abs(populations(t, a, b)[1] - n1_formula(t, a, b)) < 1e-9
    grid = np.linspace(0.001, 12.0, 500)
    values = np.array([populations(t, a, b)[1] for t in grid])
    signs = np.sign(np.diff(values))
    assert signs[0] > 0 and signs[-1] < 0
    assert np.count_nonzero(np.diff(signs)) == 1

# Equal rates: the limiting results are 1/k and 1/e
t_equal = numerical_peak(1.0, 1.0)
h_equal = populations(t_equal, 1.0, 1.0)[1]
assert abs(t_equal - 1.0) < 1e-7 and abs(h_equal - np.exp(-1)) < 1e-9

k1, k2 = 2.0, 1.0
t_star = peak_time(k1, k2)
n_star = populations(t_star, k1, k2)

# Random waiting times: a road without differential equations
rng = np.random.default_rng(7)
samples = 400000
first = rng.exponential(1 / k1, samples)
finish = first + rng.exponential(1 / k2, samples)
for t in (0.3, t_star, 1.5):
    sampled = np.mean((first <= t) & (finish > t))
    assert abs(sampled - n1_formula(t, k1, k2)) < 0.004  # five sigma
mean_finish = 1 / k1 + 1 / k2
assert abs(finish.mean() - mean_finish) < 0.01           # over five sigma
sampled_peak = np.mean((first <= t_star) & (finish > t_star))

# Polarization and current; uC/cm2 per us equals A/cm2
Ps = 26.0


def polarization(t, a=k1, b=k2):
    n = populations(t, a, b)
    return Ps * (n[2] - n[0])


def current(t):
    return Ps * (k1 * np.exp(-k1 * t) + k2 * n1_formula(t, k1, k2))


for t in (0.2, t_star, 1.8):
    h = 1e-4
    difference = (polarization(t + h) - polarization(t - h)) / (2 * h)
    assert abs(difference - current(t)) < 1e-5
assert abs(polarization(t_star)) < 1e-9
P_ratio3 = polarization(peak_time(3.0, 1.0), 3.0, 1.0)
assert abs(P_ratio3) > 0.5          # zero polarization is not a general rule

# Waiting times with memory (Avrami exponent m), same mean waiting times
nodes, weights = np.polynomial.legendre.leggauss(80)


def n1_memory(t, m):
    tau1, tau2 = 1 / k1 / gamma(1 + 1 / m), 1 / k2 / gamma(1 + 1 / m)
    s = 0.5 * t * (nodes + 1)
    density = m / tau1 * (s / tau1) ** (m - 1) * np.exp(-(s / tau1) ** m)
    survive = np.exp(-((t - s) / tau2) ** m)
    return 0.5 * t * np.sum(weights * density * survive)


def maximize(function):
    found = minimize_scalar(lambda t: -function(t), bounds=(0.05, 3.0),
                            method="bounded", options={"xatol": 1e-9})
    return found.x, -found.fun


assert abs(maximize(lambda t: n1_memory(t, 1.0))[0] - t_star) < 1e-5
t_memory, h_memory = maximize(lambda t: n1_memory(t, 2.0))

# Spread of local rates: common lognormal factor with median one
sigma = 0.5
x, w = np.polynomial.hermite_e.hermegauss(40)
w = w / w.sum()
t_spread, h_spread = maximize(
    lambda t: np.sum(w * n1_formula(t * np.exp(sigma * x), k1, k2)))

# Direct 180 degree channel
k_direct = 0.1 * k1
t_direct = numerical_peak(k1, k2, k_direct)
h_direct = populations(t_direct, k1, k2, k_direct)[1]
assert abs(t_direct - peak_time(k1 + k_direct, k2)) < 1e-8

# Rough plate and circuit data
field_kV_cm, temperature = 10.0, 300.0
thickness_mm, width_mm, load_ohm = 0.1, 0.2, 50.0
tetragonal_strain, shear_GPa, sound_mm_us = 0.01, 45.0, 5.0
eps_inplane_domain, eps_axial_domain = 4000.0, 170.0
merz_kV_cm, breakdown_kV_cm, heat_capacity = 10.0, 50.0, 3.0e6
cube_nm = 10.0
field = field_kV_cm * 1e5                         # V/m
Ps_SI = Ps * 1e-2                                 # C/m2
area = (width_mm * 1e-3) ** 2                     # m2
thickness = thickness_mm * 1e-3                   # m

work_density = Ps_SI * field                      # J/m3 per 90 degree step
work_eV = work_density * (cube_nm * 1e-9) ** 3 / const.e
# Four in-plane variants give at most a factor four in the reverse ratio
reverse_ratio = 4 * np.exp(-work_eV * const.e / (const.k * temperature))
# Isotropic elastic energy of the clamped strain (-s, +s, 0)
clamp_density = 2 * shear_GPa * 1e9 * tetragonal_strain ** 2
clamp_ratio = clamp_density / work_density
transit = width_mm / sound_mm_us
induced = (const.epsilon_0 * (eps_inplane_domain - eps_axial_domain)
           * field * 100)                         # uC/cm2
start_current = (Ps + induced) * k1               # A/cm2
load_drop = start_current * area * 1e4 * load_ohm # V
voltage = field * thickness
reduced_field = field_kV_cm * (1 - load_drop / voltage)
delay_percent = 100 * (np.exp(merz_kV_cm * (1 / reduced_field
                                           - 1 / field_kV_cm)) - 1)
rc_ns = (load_ohm * const.epsilon_0 * eps_inplane_domain
         * area / thickness * 1e9)
heating = 2 * work_density / heat_capacity

print(f"rates k1, k2: {k1:.1f}, {k2:.1f} per us")
print(f"peak time t*: {t_star:.4f} us = {t_star * 1000:.0f} ns")
print("n0, n1, n2 at t*:", ", ".join(f"{v:.4f}" for v in n_star))
print(f"n1 at t* from random waiting times: {sampled_peak:.3f}")
for t in (0.25, 0.5, 1.0, 2.0):
    n = populations(t, k1, k2)
    print(f"t = {t:.2f} us: n0, n1, n2 = {n[0]:.4f}, {n[1]:.4f}, {n[2]:.4f}")
print(f"mean waits, steps 1 and 2: {1 / k1:.2f}, {1 / k2:.2f} us")
print(f"mean completion time: {mean_finish:.2f} us")
print(f"rates exchanged: t* = {numerical_peak(k2, k1):.4f} us, "
      f"height {peak_height(k2, k1):.4f}")
print(f"both rates 1 per us: t* = {t_equal:.4f} us, height {h_equal:.4f}")
print(f"Ps (rough): {Ps:.0f} uC/cm2")
print(f"polarization at t*: {abs(polarization(t_star)):.2f} uC/cm2")
print(f"same for rates 3 and 1 per us: {P_ratio3:.2f} uC/cm2")
print(f"current density at 0 and t*: {current(0):.1f}, "
      f"{current(t_star):.1f} A/cm2")
print(f"tetragonal strain (rough): {100 * tetragonal_strain:.1f} percent")
print(f"thickness strain at t*: "
      f"{-100 * tetragonal_strain * n_star[1]:.2f} percent")
print(f"field, temperature: {field_kV_cm:.0f} kV/cm, {temperature:.0f} K")
print(f"plate thickness, width: {thickness_mm:.1f}, {width_mm:.1f} mm")
print(f"memory, exponent 2: peak {t_memory:.3f} us, height {h_memory:.3f}")
print(f"shift from memory: {100 * (t_memory / t_star - 1):.1f} percent")
print(f"rate spread, log width {sigma:.1f}: peak {t_spread:.3f} us, "
      f"height {h_spread:.3f}")
print(f"shift from spread: {100 * (t_spread / t_star - 1):.1f} percent")
print(f"direct channel {k_direct:.1f} per us: peak {t_direct:.3f} us, "
      f"height {h_direct:.3f}")
print(f"shift from direct channel: "
      f"{100 * (t_direct / t_star - 1):.1f} percent")
print(f"field work per step, {cube_nm:.0f} nm cube: {work_eV:.2f} eV")
print(f"reverse/forward rate, upper estimate: {reverse_ratio:.0e}")
print(f"shear modulus (rough): {shear_GPa:.0f} GPa")
print(f"field work density per step: {work_density / 1e6:.2f} MJ/m3")
print(f"fully clamped elastic energy: {clamp_density / 1e6:.1f} MJ/m3")
print(f"clamped energy / field work: {clamp_ratio:.0f}")
print(f"sound speed (rough): {sound_mm_us:.0f} mm/us")
print(f"acoustic transit across width: {transit:.3f} us")
print(f"relative permittivity, in-plane and axial domains (rough): "
      f"{eps_inplane_domain:.0f}, {eps_axial_domain:.0f}")
print(f"extra induced polarization, all in-plane: {induced:.2f} uC/cm2")
print(f"extra induced polarization at t*: {induced * n_star[1]:.2f} uC/cm2")
print(f"applied voltage, load: {voltage:.0f} V, {load_ohm:.0f} ohm")
print(f"largest load voltage before t*: {load_drop:.2f} V")
print(f"Merz activation field (rough): {merz_kV_cm:.0f} kV/cm")
print(f"delay of t* from load, upper estimate: {delay_percent:.1f} percent")
print(f"circuit charging time, upper estimate: {rc_ns:.2f} ns")
print(f"heat capacity (rough): {heat_capacity / 1e6:.1f} MJ/(m3 K)")
print(f"heating by full reversal: {heating:.2f} K")
print(f"breakdown field (rough): {breakdown_kV_cm:.0f} kV/cm")
print(f"field / breakdown field: {field_kV_cm / breakdown_kV_cm:.2f}")
print("verified")
```

It prints:

```
rates k1, k2: 2.0, 1.0 per us
peak time t*: 0.6931 us = 693 ns
n0, n1, n2 at t*: 0.2500, 0.5000, 0.2500
n1 at t* from random waiting times: 0.501
t = 0.25 us: n0, n1, n2 = 0.6065, 0.3445, 0.0489
t = 0.50 us: n0, n1, n2 = 0.3679, 0.4773, 0.1548
t = 1.00 us: n0, n1, n2 = 0.1353, 0.4651, 0.3996
t = 2.00 us: n0, n1, n2 = 0.0183, 0.2340, 0.7476
mean waits, steps 1 and 2: 0.50, 1.00 us
mean completion time: 1.50 us
rates exchanged: t* = 0.6931 us, height 0.2500
both rates 1 per us: t* = 1.0000 us, height 0.3679
Ps (rough): 26 uC/cm2
polarization at t*: 0.00 uC/cm2
same for rates 3 and 1 per us: 0.98 uC/cm2
current density at 0 and t*: 52.0, 26.0 A/cm2
tetragonal strain (rough): 1.0 percent
thickness strain at t*: -0.50 percent
field, temperature: 10 kV/cm, 300 K
plate thickness, width: 0.1, 0.2 mm
memory, exponent 2: peak 0.879 us, height 0.769
shift from memory: 26.8 percent
rate spread, log width 0.5: peak 0.632 us, height 0.449
shift from spread: -8.8 percent
direct channel 0.2 per us: peak 0.657 us, height 0.471
shift from direct channel: -5.2 percent
field work per step, 10 nm cube: 1.62 eV
reverse/forward rate, upper estimate: 2e-27
shear modulus (rough): 45 GPa
field work density per step: 0.26 MJ/m3
fully clamped elastic energy: 9.0 MJ/m3
clamped energy / field work: 35
sound speed (rough): 5 mm/us
acoustic transit across width: 0.040 us
relative permittivity, in-plane and axial domains (rough): 4000, 170
extra induced polarization, all in-plane: 3.39 uC/cm2
extra induced polarization at t*: 1.70 uC/cm2
applied voltage, load: 100 V, 50 ohm
largest load voltage before t*: 1.18 V
Merz activation field (rough): 10 kV/cm
delay of t* from load, upper estimate: 1.2 percent
circuit charging time, upper estimate: 0.71 ns
heat capacity (rough): 3.0 MJ/(m3 K)
heating by full reversal: 0.17 K
breakdown field (rough): 50 kV/cm
field / breakdown field: 0.20
verified
```
